# Three-Omega Line Heater on an Anisotropic Substrate: What the Slope Measures

A straight metal strip of half-width $b$ and length $L$ lies on the flat surface $z=0$ of a homogeneous crystal that fills $z>0$. The strip runs along $y$ and covers $|x|<b$. The crystal has a symmetric, positive definite conductivity tensor $K$ and a heat capacity per volume $C$. The strip carries the current $I_0\cos\omega t$ and serves as both heater and thermometer. Its resistance is $R_0(1+\alpha T)$, where $T$ is the oscillating part of its mean temperature and $R_0$ is taken at the steady operating temperature. Oscillations at the heating frequency $\Omega=2\omega$ are written $T(t)=\mathrm{Re}[T e^{i\Omega t}]$, and "in phase" means the real part of the complex amplitude $T$.

The heating power is

$$I_0^2R_0\cos^2\omega t=\tfrac12 I_0^2R_0(1+\cos2\omega t),$$

so its oscillating amplitude is $P=I_0^2R_0/2$, or $p=P/L$ per length. The small change of this power caused by $\alpha T$ is neglected here and sized later. With $T=|T|e^{i\varphi}$ and $V_0=I_0R_0$, the temperature-dependent part of the voltage is

$$V_0\alpha|T|\cos\omega t\cos(2\omega t+\varphi)=\tfrac12V_0\alpha|T|\left[\cos(3\omega t+\varphi)+\cos(\omega t+\varphi)\right].$$

The third-harmonic amplitude is therefore $V_3=\tfrac12V_0\alpha T$, with the phase of $T$. It remains to find $T$.

Let the line first be very long, so that nothing depends on $y$. Heat may still flow along $y$ if $K_{xy}$ or $K_{yz}$ is nonzero, but that flow is the same at every $y$ and has no divergence. The temperature amplitude $\theta(x,z)$ in the crystal obeys

$$K_{xx}\theta_{xx}+2K_{xz}\theta_{xz}+K_{zz}\theta_{zz}=i\Omega C\,\theta ,$$

where subscripts on $\theta$ denote derivatives. The flux entering through the surface is $-(K_{xz}\theta_x+K_{zz}\theta_z)$ at $z=0$. A component $\theta=Ae^{iqx-mz}$ satisfies the equation if

$$K_{zz}m^2-2iK_{xz}qm-(K_{xx}q^2+i\Omega C)=0 .$$

With $D=K_{xx}K_{zz}-K_{xz}^2$, the quadratic formula gives

$$m=\frac{iK_{xz}q+S}{K_{zz}},\qquad S=\sqrt{Dq^2+i\Omega CK_{zz}} .$$

Since $D>0$, the root with $\mathrm{Re}\,S>0$ decays into the crystal. The flux of this component is

$$-(iK_{xz}q-K_{zz}m)A=(K_{zz}m-iK_{xz}q)A=SA .$$

The term linear in $K_{xz}$ has cancelled. The surface response contains the tilt of the crystal axes only through $D$ and $K_{zz}$.

The heater is assumed to deliver the uniform flux $p/2b$ over its width. The Fourier transform of that flux is $p\sin(qb)/(qb)$. Averaging $e^{iqx}$ over the strip gives a second factor $\sin(qb)/(qb)$, so

$$T=\frac{p}{2\pi}\int_{-\infty}^{\infty}\frac{\sin^2(qb)}{(qb)^2}\frac{dq}{S}
=\frac{p}{\pi\sqrt D}\int_0^\infty\frac{\sin^2(qb)}{(qb)^2}\frac{dq}{\sqrt{q^2+\kappa^2}},\qquad \kappa^2=\frac{i\Omega CK_{zz}}{D}.$$

The slope follows at once. Because $\kappa^2\propto\Omega$, differentiating the last square root with respect to $\ln\Omega$ gives $-\tfrac12\kappa^2(q^2+\kappa^2)^{-3/2}$. This is concentrated at $q\lesssim|\kappa|$. If $|\kappa|b\ll1$, the strip factor is unity there, and

$$\frac{dT}{d\ln\Omega}\to-\frac{p}{2\pi\sqrt D}\int_0^\infty\frac{\kappa^2\,dq}{(q^2+\kappa^2)^{3/2}}
=-\frac{p}{2\pi\sqrt D}\left[\frac{q}{\sqrt{q^2+\kappa^2}}\right]_0^\infty=-\frac{p}{2\pi\sqrt D}.$$

The slope thus measures $\sqrt D$, the root of the determinant of the $2\times2$ block of $K$ perpendicular to the line. Now let $y$ be a principal axis, and let the other two principal axes, with conductivities $k_1$ and $k_2$, be turned by an angle $\beta$ from $x$ and $z$. With $c=\cos\beta$ and $s=\sin\beta$,

$$D=(k_1c^2+k_2s^2)(k_1s^2+k_2c^2)-(k_1-k_2)^2s^2c^2 .$$

The first product is $k_1k_2(c^4+s^4)+(k_1^2+k_2^2)s^2c^2$. Subtracting the last term leaves $k_1k_2(c^4+s^4+2s^2c^2)=k_1k_2$. Hence

$$\boxed{\frac{d\,\mathrm{Re}\,T}{d\ln\Omega}=-\frac{p}{2\pi\sqrt{k_1k_2}}}$$

for every tilt $\beta$; the surface normal need not be a principal axis. The reason is geometrical. Dividing each principal coordinate by the root of its conductivity makes conduction isotropic. A half-plane bounded by a line through the source remains a half-plane, so heat still spreads into an angle $\pi$. The area scale $\sqrt{k_1k_2}$ is all that survives in the coefficient of the logarithm.

A finite-element solution of the heat equation, which does not use the Fourier result, tests this. In units with $b=C=p=1$, it took $k_1=5$, $k_2=1$ and $\Omega=0.002$ and $0.008$. The slopes gave 2.237, 2.239 and 2.239 for tilts of 0, 35 and 90 degrees, against $\sqrt5=2.236$. At 35 degrees the product of diagonal elements alone would have given $\sqrt{K_{xx}K_{zz}}=2.921$.

The size of $T$ and the error from finite width need the next terms. Write

$$\frac1{\sqrt{q^2+\kappa^2}}=\frac1{\sqrt\pi}\int_0^\infty\frac{d\tau}{\sqrt\tau}e^{-\tau(q^2+\kappa^2)} .$$

The Gaussian integral over $q$, followed by $w=\kappa^2\tau$, then gives, with $\zeta=\kappa s$ and $s$ now a distance,

$$\int_0^\infty\frac{\cos qs\,dq}{\sqrt{q^2+\kappa^2}}=\frac12\int_0^\infty\frac{dw}{w}e^{-w-\zeta^2/4w}\equiv K_0(\zeta).$$

This is first done for real $\kappa$ and then continued to the complex value. The substitution $w\to\zeta^2/4w$ exchanges the two sides of $w=\zeta/2$, so $K_0$ is also the integral from $\zeta/2$ to infinity without the factor $\tfrac12$. There $\zeta^2/4w\le\zeta/2$, which vanishes for small $\zeta$. Integration by parts then gives

$$K_0(\zeta)\to\int_{\zeta/2}^\infty\frac{e^{-w}}w\,dw\to-\ln\frac\zeta2-\gamma,\qquad \gamma=-\int_0^\infty e^{-w}\ln w\,dw=0.5772\ldots$$

Differentiating the integral for $K_0$, and using that $e^{-w-\zeta^2/4w}/w$ vanishes at both ends, yields $K_0''+K_0'/\zeta=K_0$. Put $\Lambda=\ln(\zeta/2)+\gamma$ and try $-\Lambda(1+a\zeta^2)+c\zeta^2$. The left side gives $-a(4\Lambda+4)+4c$, which must equal $-\Lambda$ at leading order. Hence $a=c=\tfrac14$, and

$$K_0(\zeta)=-\Lambda+\frac{\zeta^2}{4}(1-\Lambda)+\ldots$$

The squared strip factor is the mean of $\cos qs$ over all pairs of points in the strip at separation $s$. Separations have the density $2(a-s)/a^2$ on $0<s<a$, where now $a=2b$. Therefore

$$\langle s^n\rangle=\frac{2a^n}{(n+1)(n+2)},\qquad
\langle s^n\ln s\rangle=\langle s^n\rangle\left[\ln a-\frac1{n+1}-\frac1{n+2}\right],$$

the second following by differentiation with respect to $n$. Using $n=0$ and $n=2$,

$$T=\frac p{\pi\sqrt D}\left[-\ln\kappa b+\frac32-\gamma+\frac{\kappa^2b^2}{6}\left(\frac{19}{12}-\gamma-\ln\kappa b\right)+\ldots\right].$$

Define $\varepsilon=\Omega CK_{zz}b^2/D$. Then $\kappa b=\sqrt\varepsilon\,e^{i\pi/4}$ and $\ln\kappa b=\tfrac12\ln\varepsilon+i\pi/4$. The real part of the correction is $(i\varepsilon/6)(-i\pi/4)=\pi\varepsilon/24$, so

$$\mathrm{Re}\,T=\frac p{\pi\sqrt D}\left[-\frac12\ln\varepsilon+\frac32-\gamma+\frac{\pi\varepsilon}{24}+\ldots\right],\qquad
\mathrm{Im}\,T\to-\frac p{4\sqrt D}.$$

Differentiation multiplies the ideal slope by $1-\pi\varepsilon/12$. To this order, a finite strip with uniform flux makes the inferred conductivity too high by the fraction $\pi\varepsilon/12$. The coefficient depends on how the flux is spread over the strip. If sideways conduction in the metal kept the strip at a uniform temperature, more heat would enter near its edges and the fraction would be $\pi\varepsilon/8$. The numbers below assume uniform flux. A real metal film lies between the two limits: for the 100 nm platinum line of the example, with a metal conductivity near 36 W/(m K), the width excess of the fit is about 0.24%, against 0.18% for uniform flux and 0.27% for a uniform strip temperature. The out-of-phase plateau gives $\sqrt D$ a second time, but it too contains no separate information on $k_1$ and $k_2$.

In terms of voltage, $d\ln\Omega=d\ln f$ with $f=\omega/2\pi$ the current frequency, and

$$\sqrt D=\frac{V_0\alpha p}{4\pi\,|d\,\mathrm{Re}\,V_3/d\ln f|} .$$

All voltages here are peak amplitudes.

As an example, take a platinum line in the basal plane of a Bi$_2$Te$_3$ crystal whose $c$ axis is normal to the surface. Rough room-temperature values are $k_a=2.0$ W/(m K) in the basal plane, $k_c=1.0$ W/(m K) along $c$, and $C=1.2$ MJ/(m$^3$ K). Thus $K_{xx}=k_a$, $K_{zz}=k_c$, and the expected result is $\sqrt{2.0\times1.0}=1.414$ W/(m K). The line has $b=5$ µm, $L=5$ mm, $R_0=1000$ ohm and $\alpha=0.003$ K$^{-1}$. A current amplitude of 4.0 mA gives $V_0=4.0$ V, $P=8.0$ mW and $p=1.6$ W/m.

At $f=10$ Hz, $\Omega=4\pi f$ and the thermal depth along $x$ is $\sqrt{k_a/\Omega C}=115$ µm. Hence $\varepsilon=(5/115)^2=0.0019$. The prefactor $p/(\pi\sqrt D)$ is 0.360 K and the bracket is about 4.06, so the in-phase temperature is 1.46 K. At 100 Hz it has fallen to 1.05 K. The corresponding values of $V_3$ are 8.773 and 6.290 mV. A straight-line fit over this decade has slope $-1.078$ mV per unit of $\ln f$, and

$$\sqrt D=\frac{4.0\times0.003\times1.6}{4\pi\times1.078\times10^{-3}}=1.417\ \mathrm{W/(m\,K)} .$$

This is 0.18% above the geometric mean. The local width error rises from 0.05% to 0.49% across the window, so an excess of this size is expected. The out-of-phase temperature is $-0.282$ K at 10 Hz and $-0.280$ K at 100 Hz, close to the plateau of $-0.283$ K.

Bi$_2$Te$_3$ conducts electricity, so a real line needs an insulating film. Let the film have thickness $d$, isotropic conductivity $k_f$ and heat capacity $C_f$ per volume. For one Fourier component, the temperature in the film falls with depth by $j/k_f$ per length, where $j$ is the flux. The flux falls by $(k_fq^2+i\Omega C_f)\theta$ per length. If $Z=1/S$ is the temperature per flux of the bare crystal, first order in $d$ gives

$$\Delta Z=d\left[\frac1{k_f}-(k_fq^2+i\Omega C_f)Z^2\right],\qquad Z^2=\frac1{D(q^2+\kappa^2)} .$$

Write $q^2=(q^2+\kappa^2)-\kappa^2$. The constant part of $\Delta Z$ is integrated with $\int_0^\infty\sin^2(qb)/(qb)^2\,dq=\pi/2b$. In the rest the strip factor may be set to one, and $\int_0^\infty dq/(q^2+\kappa^2)=\pi/2\kappa$. The result is

$$\Delta T=\frac{pd}{2bk_f}\left(1-\frac{k_f^2}{D}\right)+\frac{pd}{2D\kappa}\left(k_f\kappa^2-i\Omega C_f\right).$$

The first term is independent of frequency and leaves the slope unchanged. The subtraction appears because the film also carries heat sideways. The second term grows as $\sqrt\Omega$. For $d=200$ nm, $k_f=1.3$ W/(m K) and $C_f=1.6$ MJ/(m$^3$ K), rough values for an oxide, the layered calculation lowers the fitted conductivity by 0.34%. The second term, evaluated at the middle of the logarithmic window, gives 0.33%.

The metal stores heat as well. If $c_h$ is its heat capacity per length and $F$ the value of $T/p$ without storage, then $T=F(p-i\Omega c_hT)$, and to first order $\Delta T=-i\Omega c_hF^2p$. Since $\mathrm{Im}\,F<0$, its real part $2\Omega c_hp\,\mathrm{Re}F\,\mathrm{Im}F$ is negative. Its size grows with $\Omega$, because the factor $\Omega$ outweighs the slow logarithmic fall of $\mathrm{Re}F$, so it steepens the slope. A platinum thickness of 100 nm, with 2.8 MJ/(m$^3$ K), lowers the fitted conductivity by 0.26%. With this thickness, $R_0=1000$ ohm implies a resistivity of 20 µΩ cm, about twice that of bulk platinum. A real film of that kind would more likely have $\alpha$ near 0.002 K$^{-1}$, so the value 0.003 K$^{-1}$ used here is illustrative. A smaller $\alpha$ reduces $V_3$ in proportion but leaves the thermal corrections unchanged.

The ends of the line matter more. Let $x$, $y$ and $z$ be principal axes with conductivities $k_x,k_y,k_z$, so that $\sqrt D=\sqrt{k_xk_z}$. In coordinates divided by the roots of these conductivities, a unit point source on the surface gives

$$G=\frac{e^{-\sqrt{i\Omega C}\,\rho}}{2\pi\sqrt{k_xk_yk_z}\,\rho},\qquad \rho^2=\frac{x^2}{k_x}+\frac{y^2}{k_y}+\frac{z^2}{k_z};$$

the factor $2\pi$ is the solid angle of the half-space. The average over sources and sensors on a finite line is $(2/L)\int_0^L(L-y)G\,dy$. Compared with an infinite line it lacks $(2/L)\int_0^\infty yG\,dy$ when $L$ far exceeds the thermal depth. At $x=0$ one has $yG=e^{-\kappa_yy}/(2\pi\sqrt D)$ with $\kappa_y^2=i\Omega C/k_y$, so

$$\Delta T=-\frac{p}{\pi\sqrt D\,L\kappa_y} .$$

With $\ell_y=\sqrt{k_y/\Omega C}$, the real part of $1/\kappa_y$ is $\ell_y/\sqrt2$, which falls as $\Omega^{-1/2}$. The slope therefore becomes less steep, and the inferred conductivity rises by the fraction $\ell_y/(\sqrt2L)$. In the example the fitted change is $+0.96\%$. This applies when heating stops at the ends of the measured segment.

The crystal is 0.50 mm thick, with its back held at a fixed temperature. A thermal wave going down and back is weakened by $\exp(-\sqrt2\,h/\ell_z)$, where $h$ is the thickness and $\ell_z=\sqrt{k_z/\Omega C}$ is 81 µm at 10 Hz. The effect on the fit is 0.01%. Radiation from a black surface (emissivity 1, an upper bound) changes it by 0.03%. With width, film, metal, thickness, line length and radiation together, the fit gives 1.422 W/(m K), or 0.56% above the geometric mean. This small total owes something to cancellation between the ends and the two heat-storing layers.

These figures assume vacuum. Air above the crystal is a second half-space in parallel. For $q$ large compared with the inverse thermal depths, the flux per temperature becomes $(\sqrt D+k_g)q$, with $k_g$ the conductivity of the gas, and this sets the coefficient of the logarithm. With the rough value $k_g=0.026$ W/(m K), the shift should be $0.026/1.414=1.8\%$; the full calculation gives 1.84%. For this crystal, air is thus the largest of the computed corrections.

Some effects lie outside the linear thermal model. The steady temperature rise is estimated at 2.2 K for a long line. If the conductivity varied as $1/T$ in absolute temperature, that rise would lower it by about 0.7% at 300 K. The same variation also turns part of the temperature oscillation into a component at $4\omega$ that enters the third harmonic, so the inferred conductivity would fall by about 1.0% in all; this adds to the feedback effect described next. The steady rise is already included in $R_0$, so the feedback from resistance to heating power comes from the oscillating temperature. That is at most 1.5 K here, smaller than the steady rise, so the power at $\Omega$ changes by less than $\alpha\times2.16\ \mathrm K=0.65\%$. The slope is affected more, because the added temperature is proportional to $T^2$ and its slope carries a factor of two. The changing resistance also produces a small temperature oscillation at $4\omega$, which mixes with the current into the third harmonic. Together these steepen the slope and lower the inferred conductivity by about 1.1% here, so a precise measurement should correct for them or use a smaller current. An anisotropic thermopower can drive closed electric currents in the crystal. For a difference $\Delta S=20$ µV/K and electrical conductivity $\sigma=10^5$ S/m, both rough, the extra Peltier heat flow is of order $\sigma(\Delta S/2)^2T_0$ per temperature gradient, with $T_0=300$ K. Relative to $\sqrt D$ this is about 0.2%. It is only a scale: the currents must close inside the crystal, and for these values the apparent conductivity rises by 0.05 to 0.1%, depending on the anisotropy of $\sigma$.

In a real Bi$_2$Te$_3$ crystal the carriers carry part of the heat, so the conductivities depend on doping, and the values above are representative only. The inferred conductivity is proportional to $\alpha$: a 1% calibration error in $\alpha$ moves the result by 1%, more than the combined linear vacuum correction found here. Thermal resistance at an interface acts to leading order like $d/k_f$ and adds an offset, so it spoils the absolute temperature more than the slope.

The method needs a window in which the thermal depth is much larger than $b$ yet much smaller than the crystal thickness and $L$. Two changes to the bare-line model show the cost of leaving it, with the frequency range held at 10 to 100 Hz. A half-width of 50 µm makes $\varepsilon$ run from 0.19 to 1.9, and the fit returns 1.64 W/(m K), 16% too high. A crystal only 50 µm thick on a heat sink returns 2.44 W/(m K), 72% too high. There the depth along $z$ runs from 81 to 26 µm, and at low frequency the temperature levels off towards its steady value, which flattens the slope.

One line gives one combination of conductivities; a second direction can separate them. For any line direction, the cofactor formula for an inverse matrix gives $D=\det K\,(K^{-1})_{yy}$. Consider an edge face of the same crystal, with an $a$ axis as its normal, and a line at angle $\vartheta$ to $c$. Then $K_{zz}=k_a$, $K_{xz}=0$, and

$$\sqrt D=\sqrt{k_a\left(k_a\cos^2\vartheta+k_c\sin^2\vartheta\right)} .$$

A line perpendicular to $c$, and so in the basal plane, gives 1.414 W/(m K) again, a line along $c$ gives $k_a=2.000$ W/(m K), and a line at 45 degrees gives 1.732 W/(m K). The last value is not a geometric mean of two principal conductivities, because that line is not along a principal axis. From the first two, $k_c=1.414^2/2.000=1.0$ W/(m K). The square doubles the relative error of the first measurement, and the error of the second is added: with 1% in each, $k_c$ may be wrong by up to about 3%. The numerical output below lists most of the values used here.

## Table of computed values

```
Bi2Te3 rough k_a, k_c: 2.0, 1.0 W/(m K)
Bi2Te3 rough heat capacity: 1.2 MJ/(m3 K)
Line half-width, length: 5.0 um, 5.0 mm
Crystal thickness: 0.50 mm
Oxide thickness: 200 nm
Oxide rough k, C: 1.3 W/(m K), 1.6 MJ/(m3 K)
Pt thickness, rough C: 100 nm, 2.8 MJ/(m3 K)
Resistance, rough coefficient: 1000 ohm, 0.0030 1/K
Current amplitude, voltage amplitude: 4.0 mA, 4.0 V
Heating amplitude: 8.00 mW = 1.60 W/m over the line
Geometric mean from k_a and k_c: 1.4142 W/(m K)
10 Hz: depth x, z: 115.2, 81.4 um
10 Hz: epsilon, local width error: 0.00188, 0.049 %
10 Hz: bare T in phase, out of phase: 1.4621, -0.2824 K
10 Hz: bare V3 in phase: 8.7726 mV
100 Hz: depth x, z: 36.4, 25.8 um
100 Hz: epsilon, local width error: 0.01885, 0.493 %
100 Hz: bare T in phase, out of phase: 1.0483, -0.2795 K
100 Hz: bare V3 in phase: 6.2897 mV
Leading out-of-phase T: -0.2828 K
Fitted V3 slope, 10-100 Hz: -1.0784 mV per unit ln f
Conductivity from V3 slope: 1.4168 W/(m K)
Finite-width change from geometric mean: +0.18 %
Change from bare result, oxide film: -0.34 %
Change from bare result, heater heat capacity: -0.26 %
Change from bare result, finite crystal thickness: -0.01 %
Change from bare result, finite line length: +0.96 %
Change from bare result, air instead of vacuum: +1.84 %
Change from bare result, radiation: +0.03 %
All effects in vacuum: 1.4222 W/(m K), +0.56 %
Dc rise, long-line estimate: 2.16 K
Scale of k drift if k varies as 1/T: 0.72 %
Scale of resistance feedback: 0.65 %
Rough electrical conductivity: 1e+05 S/m
Rough thermopower difference: 20 uV/K
Scale of thermoelectric eddy effect: 0.21 %
Bad design, half-width 50 um: 1.636 W/(m K)
Bad design, crystal 50 um on sink: 2.438 W/(m K)
Edge face, line along a: 1.4142 W/(m K)
Edge face, line along c: 2.0000 W/(m K)
Edge face, line at 45 deg: 1.7321 W/(m K)
Finite elements, k1, k2: 5.0, 1.0 (model units)
Finite elements, geometric mean: 2.2361 (model units)
Tilt 0 deg: slope k 2.2371, sqrt(Kxx Kzz) 2.2361 (model units)
Tilt 35 deg: slope k 2.2389, sqrt(Kxx Kzz) 2.9210 (model units)
Tilt 90 deg: slope k 2.2392, sqrt(Kxx Kzz) 2.2361 (model units)
```
